# Real-space projectors with least leakage: the King-Smith optimization

## Definitions and conventions

A nonlocal pseudopotential needs overlaps of the orbitals with short-ranged projectors
\[
f(\mathbf r)=\beta(r)\,Y_{lm}(\hat{\mathbf r}),
\]
where \(Y_{lm}\) is a real, normalized spherical harmonic and \(\beta\) is real. The radial transform is
\[
\chi(q)=\int_0^\infty r^2\beta(r)\,j_l(qr)\,dr .
\]
The expansion \(e^{i\mathbf q\cdot\mathbf r}=4\pi\sum_{lm}i^l j_l(qr)Y_{lm}(\hat{\mathbf q})Y_{lm}(\hat{\mathbf r})\) gives the three-dimensional transform
\[
\hat f(\mathbf q)=\int f\,e^{-i\mathbf q\cdot\mathbf r}d^3r=4\pi(-i)^l\chi(q)Y_{lm}(\hat{\mathbf q}).
\]
Inserting this in the inverse Fourier integral produces the factor \((4\pi)^2/(2\pi)^3=2/\pi\), and Parseval's theorem produces the same factor:
\[
\beta(r)=\frac2\pi\int_0^\infty q^2\chi(q)j_l(qr)\,dq,\qquad
\int_0^\infty r^2\beta^2dr=\frac2\pi\int_0^\infty q^2\chi^2dq. \tag{1}
\]

Orbitals contain plane waves up to \(G_c\), set by the cutoff energy \(E_c=\hbar^2G_c^2/2m\). In a cell of volume \(\Omega\),
\[
\psi(\mathbf r)=\Omega^{-1/2}\sum_{|\mathbf G|\le G_c}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad \sum|c_{\mathbf G}|^2=1 .
\]
For a Bloch orbital, read \(\mathbf k+\mathbf G\) for \(\mathbf G\).

These orbitals see \(\chi(q)\) only for \(q\le G_c\), so the values above \(G_c\) are free. The King-Smith method sets \(\chi=0\) above a second limit \(\Gamma\) and chooses \(\chi\) in the window \(G_c<q\le\Gamma\) to minimize the leakage outside a sphere of radius \(R_0\):
\[
I=\int_{R_0}^\infty r^2\beta(r)^2\,dr .
\]

## A case small enough for hand calculation

Take \(l=0\), put \(u(r)=r\beta(r)\), and enclose everything in a large sphere of radius \(a\) on which \(u=0\). Since \(r j_0(qr)=\sin(qr)/q\), the components are sines. Let the first be fixed with amplitude 1 and the second be free:
\[
u=\sin\pi x+c\,\sin2\pi x,\qquad x=r/a .
\]
Let \(R_0=a/2\), so the leakage is \(I=a\int_{1/2}^1u^2dx\). Each squared sine integrates to \(1/4\). The cross integral is
\[
\int_{1/2}^1\sin\pi x\,\sin2\pi x\,dx=2\int_{1/2}^1\sin^2\pi x\cos\pi x\,dx
=\frac{2}{3\pi}\Big[\sin^3\pi x\Big]_{1/2}^{1}=-\frac{2}{3\pi}.
\]
Hence
\[
\frac Ia=\frac14-\frac{4c}{3\pi}+\frac{c^2}{4}.
\]
Setting the derivative to zero gives \(c=8/(3\pi)\approx0.849\), and
\[
\frac{I_{\min}}a=\frac14-\frac{16}{9\pi^2}\approx0.070,
\]
against 0.25 with \(c=0\). The free component cancels part of the fixed one outside \(R_0\) and reinforces it inside.

Two features carry over to the general method. First, the stationarity condition, \(-2/(3\pi)+c/4=0\), says that the part of \(u\) outside \(R_0\) has zero overlap with the free sine. Second, the minimum equals the overlap of that outside part with the fixed sine alone, \(1/4-2c/(3\pi)\).

Now free a third sine, \(d\sin3\pi x\). Over the outer half, its overlap with the first sine is zero and with the second is \(-2/(5\pi)\). The two conditions are
\[
\frac c4-\frac{2}{3\pi}-\frac{2d}{5\pi}=0,\qquad \frac d4-\frac{2c}{5\pi}=0 .
\]
The second gives \(d=8c/(5\pi)\). The first then gives \(c\approx1.146\), so \(d\approx0.584\) and \(I_{\min}/a=1/4-2c/(3\pi)\approx0.007\). Widening the window by one component has reduced the leakage tenfold. The optimum value of \(c\) also changed, so the free components must be solved for together.

## Why the window must end

On an FFT grid with points \(\mathbf r_i\) and volume \(v\) per point, the projection of one plane wave is a sum. For an atom at \(\boldsymbol\tau\), the periodically repeated projector is
\[
f_{\rm per}(\mathbf r-\boldsymbol\tau)=\Omega^{-1}\sum_{\mathbf Q}\hat f(\mathbf Q)e^{i\mathbf Q\cdot(\mathbf r-\boldsymbol\tau)} .
\]
The sum \(v\sum_i e^{i(\mathbf Q-\mathbf G)\cdot\mathbf r_i}\) equals \(\Omega\) if \(\mathbf Q-\mathbf G\) is a reciprocal vector \(\mathbf B\) of the grid, and zero otherwise. Therefore
\[
v\sum_i f_{\rm per}(\mathbf r_i-\boldsymbol\tau)e^{-i\mathbf G\cdot\mathbf r_i}
=\sum_{\mathbf B}\hat f(\mathbf G+\mathbf B)e^{-i(\mathbf G+\mathbf B)\cdot\boldsymbol\tau}.
\]
The term \(\mathbf B=0\) is the exact projection; the others are folding errors. For \(\mathbf B\ne0\), the triangle inequality gives \(|\mathbf G+\mathbf B|\ge B_{\min}-G_c\). All folding errors vanish if
\[
B_{\min}>G_c+\Gamma . \tag{2}
\]
Under this condition the untruncated projector is integrated exactly by the grid. Such a projector is not confined to a sphere, however, and discarding its tail beyond \(R_0\) is the remaining error.

## The optimization in general

**The overlap kernel.** Define
\[
A(q,q')=\int_0^{R_0}r^2j_l(qr)j_l(q'r)\,dr .
\]
The function \(u_q=rj_l(qr)\) obeys \(u_q''+[q^2-l(l+1)/r^2]u_q=0\). Multiplying the equations for \(q\) and \(q'\) crosswise and subtracting cancels the centrifugal term:
\[
\frac{d}{dr}\left(u_qu_{q'}'-u_{q'}u_q'\right)=(q^2-q'^2)\,u_qu_{q'} .
\]
Integrate from 0, where the bracket vanishes, to \(R_0\), and use \(j_l'(x)=j_{l-1}(x)-(l+1)j_l(x)/x\). The terms containing \(j_lj_l\) cancel, leaving
\[
A=\frac{R_0^2\left[q'j_l(qR_0)j_{l-1}(q'R_0)-q\,j_{l-1}(qR_0)j_l(q'R_0)\right]}{q^2-q'^2}. \tag{3}
\]
For \(l=0\), \(j_{-1}(x)=\cos x/x\).

On the diagonal, let \(q'\to q\) and \(x=qR_0\). The denominator tends to \(-2q(q'-q)\), so \(A=-R_0^2F'/(2q)\), where \(F'\) is the \(q'\)-derivative of the square bracket. With \(j_{l-1}'=(l-1)j_{l-1}/x-j_l\),
\[
F'=(2l+1)j_lj_{l-1}-x\,(j_l^2+j_{l-1}^2)=x\,(j_{l-1}j_{l+1}-j_l^2),
\]
where the last step uses \((2l+1)j_l/x=j_{l-1}+j_{l+1}\). Thus
\[
A(q,q)=\tfrac12R_0^3\left[j_l^2-j_{l-1}j_{l+1}\right]_{x=qR_0}.
\]

**The stationarity condition.** Leakage is the total norm minus the norm inside \(R_0\). By (1),
\[
I=\frac2\pi\int_0^\Gamma q^2\chi^2dq-\frac4{\pi^2}\int_0^\Gamma\!\!\int_0^\Gamma q^2\chi(q)A(q,q')q'^2\chi(q')\,dq\,dq'.
\]
The transform of the part of \(\beta\) inside \(R_0\) is
\[
\chi_{\rm in}(q)=\frac2\pi\int_0^\Gamma A(q,q')q'^2\chi(q')\,dq',
\]
and \(t=\chi-\chi_{\rm in}\) is the transform of the discarded tail. Varying \(\chi\) in the window, with \(A\) symmetric, gives
\[
\delta I=\frac4\pi\int_{G_c}^{\Gamma}q^2\,\delta\chi(q)\,t(q)\,dq .
\]
This vanishes for every \(\delta\chi\) when
\[
\chi(q)=\frac2\pi\int_0^\Gamma A(q,q')q'^2\chi(q')\,dq',\qquad G_c<q<\Gamma . \tag{4}
\]
The discarded tail then has no Fourier components in the window, as in the hand calculation. Since \(I=(2/\pi)\int_0^\Gamma q^2\chi t\,dq\), only the fixed part contributes at the minimum:
\[
I_{\min}=\frac2\pi\int_0^{G_c}q^2\chi(q)\,t(q)\,dq . \tag{5}
\]

**Existence and uniqueness.** A change \(\delta\chi\) confined to the window adds to \(I_{\min}\) its own leakage, because the linear term vanishes. That leakage is positive: a function with a finite band of wave vectors is analytic in \(r\), so if it vanished for all \(r>R_0\) it would vanish everywhere. The operator that measures the inside norm on the window is compact, since its kernel is bounded on a finite interval. Its largest eigenvalue is therefore attained and lies below one, so equation (4) has one solution.

The minimum cannot rise when \(\Gamma\) grows, because the old solution remains an allowed trial function. It cannot rise when \(R_0\) grows, because the same function then leaks no more than before. As \(\Gamma\to G_c\), no freedom remains and the projector is cut sharply at \(G_c\). As \(\Gamma\to\infty\), a projector that originally vanished beyond \(r_c\le R_0\) can be kept unchanged with no leakage, but (2) then asks for an infinitely fine grid.

## The algorithm

1. Choose \(G_c\), then \(\Gamma\) and a grid satisfying (2), then \(R_0\).
2. Place Gauss–Legendre nodes \(q_i\), weights \(w_i\), separately on \([0,G_c]\) and \([G_c,\Gamma]\), because \(\chi\) may jump at \(G_c\).
3. Set \(y_i=q_i\sqrt{2w_i/\pi}\,\chi(q_i)\) and
\[
K_{ij}=\frac2\pi\sqrt{w_iw_j}\,q_iq_jA(q_i,q_j),
\]
so that \(I=y^T(1-K)y\).
4. With \(L\) for the fixed nodes and \(W\) for the window nodes, solve
\[
(1-K)_{WW}\,y_W=K_{WL}\,y_L .
\]
5. Recover \(\chi_i\), build \(\beta(r)\) from (1), tabulate it for \(r<R_0\) and set it to zero outside.
6. Repeat for each projector and evaluate \(I\).

Eigenvalues of \(K_{WW}\) close to one make the system ill-conditioned. A displacement of length \(\delta\) along an eigenvector with \(1-K=\epsilon\) raises the leakage by \(\epsilon\delta^2\). The poorly determined directions are thus those in which an error costs little.

The value of \(I\) needs more care, since it is a small difference of numbers of order one. It can be computed in extended precision, or by integrating the squared tail directly. At large \(r\), \(j_l(qr)\to\sin(qr-l\pi/2)/(qr)\). Integrating (1) by parts shows that a jump \(J\) of \(\chi\) at \(q_0\) leaves a tail of amplitude \(2q_0|J|/(\pi r^2)\). Averaging the squared cosine to \(1/2\), the leakage beyond a large radius \(R_b\) is, to leading order,
\[
\frac{2}{\pi^2R_b}\sum_{q_0=G_c,\Gamma}q_0^2J^2 .
\]

## What the leakage says about the projections

Let \(e(\mathbf G)\) be the grid projection error for one plane wave. By the Cauchy–Schwarz inequality, the largest error for any normalized orbital is
\[
\eta=\Big[\Omega^{-1}\sum_{|\mathbf G|\le G_c}|e(\mathbf G)|^2\Big]^{1/2}.
\]
When (2) holds, \(e\) comes from the missing tail alone. Extending the sum to all wave vectors of the grid can only increase it, and the discrete Parseval theorem then gives
\[
\eta^2\le v\sum_i|t_{\rm per}(\mathbf r_i-\boldsymbol\tau)|^2,
\]
where \(t_{\rm per}\) is the periodically repeated tail in real space. Averaged over atomic positions within a grid cell, the right side becomes \(\int_\Omega|t_{\rm per}|^2d^3r\). This equals \(I\) apart from the overlap of tails from different periodic images. So \(\sqrt I\) estimates an upper limit for the rms worst-orbital error, not the error at each position.

## A d projector at a 400 eV cutoff

Consider a model d projector that vanishes, with its slope, at \(r_c=0.12\) nm:
\[
\beta(r)=N_\beta u^2(1-u^2)^2,\qquad u=r/r_c<1 .
\]
Unit norm requires \(N_\beta^2r_c^3\int_0^1u^6(1-u^2)^4du=1\), and the integral is \(128/45045\).

For the transform, define \(S_n^l(x)=\int_0^1u^{l+2}(1-u^2)^nj_l(xu)\,du\). Since \(u^{l+2}j_l(xu)\) is the derivative of \(u^{l+2}j_{l+1}(xu)/x\), integration by parts gives \(S_n^l=(2n/x)S_{n-1}^{l+1}\), ending at \(S_0^l=j_{l+1}(x)/x\). For \(l=n=2\),
\[
\chi(q)=8N_\beta r_c^3\,\frac{j_5(x)}{x^3},\qquad x=qr_c .
\]

**Grid.** The cutoff gives \(G_c=102.46\ \mathrm{nm^{-1}}\). With \(\Gamma=2G_c\), condition (2) requires \(B_{\min}>307.4\ \mathrm{nm^{-1}}\). A cubic cell of edge 0.6 nm with 30 points per edge has \(B_{\min}=2\pi\times30/0.6=314.2\ \mathrm{nm^{-1}}\), which suffices. For the untruncated optimized projector, the folding error relative to the projector's norm below \(G_c\) is \(4\times10^{-16}\), which is rounding. With 24 points per edge, \(B_{\min}=251.3\ \mathrm{nm^{-1}}\) violates (2) and the error is 1.7%.

**Leakage.** All values are for \(R_0=0.20\) nm and a raw projector of unit norm. Cutting \(\chi\) sharply at \(G_c\) gives \(\sqrt I=2.0\times10^{-2}\). Keeping the raw \(\chi\) up to \(\Gamma\) gives \(4.1\times10^{-3}\). The optimum gives \(9.9\times10^{-7}\).

The optimized function is not a damped copy of the raw one. At \(1.5G_c\), \(\chi\) divided by its peak value changes from \(-0.0094\) to \(-0.0171\), and at \(1.75G_c\) its sign is reversed.

Equation (5) and a separate minimization over polynomials in the window both give \(I=9.8008\times10^{-13}\). Direct integration of the tail to 4 nm, plus the remainder of \(3.0\times10^{-14}\), agrees to about one part in \(10^5\). In double precision, the subtractive formulas miss this value by about 0.1% and 0.02%. These are absolute errors of about \(10^{-15}\) or less, as expected when numbers of order one are subtracted.

The smallest eigenvalue of \((1-K)_{WW}\) is \(2.0\times10^{-8}\). An error \(\delta=10^{-3}\) in that direction would add \(2\times10^{-14}\), or 2%, to \(I\).

**Projection errors.** Over 16 random atomic positions, the rms worst-orbital error is \(5.2\times10^{-3}\) for the raw projector and \(5.6\times10^{-7}\) for the optimized one, on the same grid. The latter lies below \(\sqrt I\), as the averaged estimate suggests. The comparison is not at equal cost: the raw sphere of radius \(r_c\) held 909 points and the optimized sphere 4196 in the last position sampled.

**Choosing the sphere and the window.** With \(\Gamma=2G_c\), reducing \(R_0\) to 0.14 nm raises \(\sqrt I\) to \(8.5\times10^{-5}\), still far below the raw error. Scaling the point count with \(R_0^3\) gives about 1440 points.

Alternatively, keep \(R_0=0.20\) nm and take \(\Gamma=1.5G_c\). Then \(\sqrt I=1.6\times10^{-4}\), and (2) needs \(B_{\min}>256.2\ \mathrm{nm^{-1}}\), which 25 points per edge satisfy. At \(\Gamma=1.25G_c\), \(\sqrt I\) rises to \(2.6\times10^{-3}\), about half the rms error of the raw projector on the 30-point grid. This window needs only 23 points per edge, however, and on such a coarser grid the raw projector has a larger error too.

**Energies.** Let the nonlocal energy be \(D|\langle f|\psi\rangle|^2\) with \(D=10\) eV, and let \(\psi\) be a d orbital with radial part \(r^2e^{-r^2/2s^2}\), \(s=0.04\) nm, restricted to the cutoff and normalized. The reference energy is 9.440 eV. Over the same 16 atomic positions, the raw projector gives errors up to 7.4 meV and a spread of 13.7 meV; these samples miss the extremes, since an atom at the center of a grid cell gives 9.2 meV and a regular scan of positions a spread of about 18 meV. The optimized projector gives errors near \(10^{-5}\) meV, almost independent of position (spread \(5\times10^{-7}\) meV). This value belongs to the 0.6 nm cell: replacing the sum over the cell's wave vectors by an integral, as for an isolated atom, gives about \(10^{-7}\) meV.

An error \(\eta\) in the overlap \(p\) changes the energy by at most \(D(2|p|\eta+\eta^2)\). Here \(|p|=\sqrt{0.944}=0.97\). For \(R_0=0.14\) nm, using \(\sqrt I\) as the estimate of \(\eta\) gives an upper estimate of about 1.7 meV. This assumes the orbital most sensitive to the projection error; for the smooth d orbital used here the error on the 30-point grid is of order 0.01 meV.

## Relation to a real calculation

The projector is a model and does not come from a pseudopotential dataset. The coupling and the large overlap were chosen for the example; at fixed overlap, the energy errors scale with \(D\). A real dataset has several projectors, each needing its own optimization, and an augmented method has further grid terms not treated here.

The finite orbital basis causes an error of its own. For the Gaussian orbital, restricting it to the cutoff and renormalizing changes its kinetic energy by \(-7.1\) meV and its nonlocal energy by \(+0.5\) meV. Both far exceed the optimized projection error, and projector optimization removes neither. For the absolute energy, a projection error much below the basis error therefore brings little. The two errors behave differently when the atom moves, however. A shift of the orbital only multiplies each \(c_{\mathbf G}\) by a phase, so these basis errors stay the same, while the projection error has a part that varies with the position relative to the grid and enters energy differences and forces. That part is the spread quoted above, large for the raw projector and a small fraction of the total error for the optimized one at \(R_0=0.20\) nm. The smaller sphere may be the better choice when its estimated upper limit of about 1.7 meV is acceptable.

Changing the cell can also break condition (2). At fixed cutoff energy, \(\Gamma\) and number of grid points, this cell may expand linearly by 2.2% before folding returns. Its onset is gentle here, because the optimized \(\chi\) just below \(\Gamma\) is \(6\times10^{-7}\) of its peak, but it grows quickly: the relative folding error is about \(8\times10^{-7}\) at 3% expansion, \(10^{-5}\) at 5% and \(2\times10^{-4}\) at 10%, and the 24-point grid shows that a larger violation is not harmless. After a larger expansion the grid should be refined, or \(\Gamma\) lowered and the projector optimized again. The numerical output lists the values used here.

## Computed values

```
orbital cutoff energy = 400.0 eV
orbital cutoff Gc = 102.463 1/nm
window edge Gam = 204.927 1/nm
raw projector radius rc = 0.120 nm
truncation radius R0 = 0.200 nm
cell edge = 0.600 nm, grid = 30 per edge
grid spacing = 0.0200 nm
grid reciprocal vector = 314.159 1/nm
required Gc+Gam = 307.390 1/nm
raw norm above Gc = 4.290e-03 (fraction)
q/Gc=1.00: chi/peak raw -3.059e-02, opt -3.059e-02
q/Gc=1.25: chi/peak raw +1.722e-02, opt +1.706e-02
q/Gc=1.50: chi/peak raw -9.428e-03, opt -1.707e-02
q/Gc=1.75: chi/peak raw +5.378e-03, opt -2.235e-03
q/Gc=2.00: chi/peak raw -3.214e-03, opt -6.488e-07
leakage amplitudes sqrt(I), unit-norm raw projector:
  sharp cut at Gc: 1.978e-02
  raw chi up to Gam: 4.084e-03
  optimized: 9.900e-07
leakage I optimized = 9.80082e-13
I from fixed components = 9.80082e-13
I from polynomial search = 9.80082e-13
I from direct tail = 9.80072e-13
  of which r^-2 remainder = 3.038e-14
I in double precision, full form = 9.78773e-13
I in double precision, fixed part = 9.80302e-13
largest tail chi below Gc / peak = 9.080e-07
smallest eigenvalue of 1-K = 1.983e-08
window modes with K > 1/2 = 7
R0=0.14 nm, Gam=2Gc: sqrt(I) = 8.530e-05
R0=0.16 nm, Gam=2Gc: sqrt(I) = 1.380e-05
R0=0.18 nm, Gam=2Gc: sqrt(I) = 3.513e-06
R0=0.20 nm, Gam=2Gc: sqrt(I) = 9.900e-07
R0=0.20 nm, Gam=1.25Gc: sqrt(I) = 2.581e-03
R0=0.20 nm, Gam=1.50Gc: sqrt(I) = 1.641e-04
R0=0.20 nm, Gam=2.00Gc: sqrt(I) = 9.900e-07
folding error, grid 30: 4.39e-16 (relative)
folding error, grid 24: 1.68e-02 (relative)
raw: worst-orbital error rms 5.242e-03, max 5.575e-03
opt: worst-orbital error rms 5.597e-07, max 5.684e-07
ratio of rms errors raw/opt = 9365.13
plane waves = 3887
sphere points raw = 909, opt = 4196
coupling D = 10.0 eV, orbital width = 0.040 nm
reference nonlocal energy = 9.44021 eV
raw: max |dE| = 7.420e+00 meV, spread = 1.370e+01 meV
opt: max |dE| = 1.196e-05 meV, spread = 5.012e-07 meV
kinetic energy cutoff error = -7.053 meV
nonlocal energy cutoff error = 0.514 meV
linear expansion allowed = 2.20 %
```
